# Dipole Fluctuations of Polar Liquids at Fixed E and Fixed D

## The numbers to be explained

Take a water-like liquid at 300 K in a periodic cube of edge 1.5 nm, with static permittivity 80. If its molecules are rigid dipoles, the cell polarization along a chosen axis fluctuates by 2.930 µC/cm² rms when the electric field along that axis is held fixed. When the electric displacement is held fixed instead, it fluctuates by 0.328 µC/cm². The liquid, the temperature and the cell are the same, yet the variances differ by a factor of 80, the permittivity itself.

In a first-principles simulation the electrons also respond. With an electronic permittivity of 1.8 the factor becomes 144 for the total polarization and 44.4 for its nuclear part. An implementation must therefore know which polarization it records.

## Conventions and the two ensembles

SI units are used. The cell has fixed volume $V$, $\beta=1/kT$, and the nuclei are classical. $E$, $D$ and $P$ are the $z$ components of the cell-averaged field, displacement and polarization, with

$$D=\varepsilon_0E+P .$$

The transverse macroscopic fields are zero in both ensembles. The liquid is homogeneous and has no mobile ions. In a periodic cell, moving a charge by one cell length changes $P$ by a fixed jump, so each molecule is kept whole and $P$ is followed continuously.

Let $H_0$ be the energy at zero macroscopic field, which is what Ewald sums with conducting ("tin-foil") boundaries give. Consider first rigid dipoles, for which $P$ depends on the nuclear positions alone.

Picture the cell, of length $L$ and cross-section $A$, between plates with free charge $Q=AD$. Adding charge $dQ$ at voltage $EL$ costs

$$dW=EL\,dQ=EL\,A\,dD=VE\,dD .$$

At a frozen configuration $E=(D-P)/\varepsilon_0$. The field vanishes at $D=P$, where the energy is $H_0$. Integrating from there gives the fixed-$D$ energy:

$$H_D=H_0+\frac{V}{\varepsilon_0}\int_P^D(D'-P)\,dD'
=H_0+\frac{V(D-P)^2}{2\varepsilon_0}.$$

At fixed $E$ a voltage source supplies the charge, and its work $VED$ must be subtracted:

$$H_D-VED=H_0+\frac{V\varepsilon_0E^2}{2}-VE(\varepsilon_0E+P)
=H_0-VEP-\frac{V\varepsilon_0E^2}{2}.$$

The last term is the same for all configurations and drops out of averages. Hence

$$H_E=H_0-VEP .$$

The extra force on a nuclear coordinate $R$ is $VE\,\partial P/\partial R$ at fixed $E$. At fixed $D$ it is $V[(D-P)/\varepsilon_0]\,\partial P/\partial R$. This is the same expression with the instantaneous field, which now changes as the liquid moves.

## Rigid dipoles

**Fixed field.** The kinetic energy cancels from configurational averages, so

$$\langle P\rangle_E=\frac{\int P\,e^{-\beta(H_0-VEP)}dR}{\int e^{-\beta(H_0-VEP)}dR}.$$

Differentiating the numerator brings down $\beta VP$, and differentiating the denominator subtracts the product of averages:

$$\frac{d\langle P\rangle_E}{dE}=\beta V\left(\langle P^2\rangle_E-\langle P\rangle_E^2\right)=\beta V\,\mathrm{var}_E(P).$$

Define $\varepsilon$ as the differential permittivity, $\varepsilon_0\varepsilon=d\langle D\rangle/dE$. The left side is then $\varepsilon_0(\varepsilon-1)$, and

$$\mathrm{var}_E(P)=\frac{\varepsilon_0kT}{V}(\varepsilon-1).$$

**Fixed displacement.** Here $\partial H_D/\partial D=V(D-P)/\varepsilon_0$. The same differentiation gives

$$\frac{d\langle P\rangle_D}{dD}
=-\frac{\beta V}{\varepsilon_0}\left[\langle P(D-P)\rangle_D-\langle P\rangle_D\langle D-P\rangle_D\right].$$

The terms in $D\langle P\rangle_D$ cancel, and the bracket is $-\mathrm{var}_D(P)$. The derivative is thus $(\beta V/\varepsilon_0)\mathrm{var}_D(P)$. Since $\varepsilon_0\langle E\rangle_D=D-\langle P\rangle_D$, the permittivity obeys $1/\varepsilon=1-d\langle P\rangle_D/dD$. Therefore

$$\mathrm{var}_D(P)=\frac{\varepsilon_0kT}{V}\left(1-\frac1\varepsilon\right)
=\frac{\varepsilon_0kT}{V}\,\frac{\varepsilon-1}{\varepsilon}.$$

Dividing the two results,

$$\frac{\mathrm{var}_E(P)}{\mathrm{var}_D(P)}=\varepsilon .$$

**When one permittivity serves both.** Each variance formula holds in its own ensemble for any cell size, with the permittivity measured in that ensemble. The division assumes that the two permittivities agree. To see when they do, write the distribution of $P$ at zero field as $e^{-\beta Vf(P)}$. The two ensembles then have

$$w_E(P)\propto e^{-\beta V[f(P)-EP]},\qquad
w_D(P)\propto e^{-\beta V[f(P)+(D-P)^2/2\varepsilon_0]} .$$

In a large cell each weight concentrates at its maximum. The maxima obey $f'(P)=E$ and $f'(P)=(D-P)/\varepsilon_0$, which is one condition if $D=\varepsilon_0E+P$. Fields related in this way are called corresponding fields. Away from a phase transition, with a single stable maximum, both ensembles then describe the same state. If $f$ is quadratic the agreement holds for any cell size.

The curvatures show the mechanism. From $f'(P)=E$ at fixed field,

$$f''=\frac{dE}{dP}=\frac{1}{\varepsilon_0(\varepsilon-1)} .$$

Fixing $D$ adds the curvature $1/\varepsilon_0$:

$$\frac{1}{\varepsilon_0(\varepsilon-1)}+\frac1{\varepsilon_0}
=\frac{1}{\varepsilon_0}\,\frac{\varepsilon}{\varepsilon-1}.$$

A Gaussian variance is $kT/V$ divided by the curvature, so the formula for $\mathrm{var}_D(P)$ is recovered. A fluctuation of $P$ at fixed $D$ creates an opposing field $-\delta P/\varepsilon_0$; at fixed $E$ the source removes that field.

The added term contains $P_z$ alone. At Gaussian order in an isotropic liquid the three components are independent, so the transverse variances keep their fixed-$E$ values. Averaging all three components of a run with only $D_z$ fixed would mix two different quantities.

**Limits.** As $\varepsilon\to1$ the added stiffness is negligible beside $f''$, and the ratio tends to 1. As $\varepsilon\to\infty$ the fixed-$E$ variance grows without bound, while the fixed-$D$ variance saturates at $\varepsilon_0kT/V$.

## A microscopic test

The statistical argument does not need molecular translation, so it can be tested on dipoles that rotate freely on a periodic face-centred cubic lattice. The test used 108 dipoles $\mu$ with number density $n$ and coupling $n\mu^2/(4\pi\varepsilon_0kT)=0.40$. Separate Monte Carlo runs were made at $\mu E/kT=0.10$ and at $\mu D/(\varepsilon_0kT)=0.40$.

Let $M$ be the sum of the unit dipole vectors along $z$, so that $P=\mu M/V$. The fixed-$E$ formula becomes

$$\varepsilon-1=\frac{\beta\mu^2}{\varepsilon_0V}\,\mathrm{var}_E(M)
=\frac{4\pi(0.40)}{108}(57.24)=2.66 .$$

This gives $\varepsilon=3.66$. The mean polarization in the same run gives $1+\langle P\rangle_E/(\varepsilon_0E)=3.69$, which equals the differential permittivity when the response is linear. At fixed $D$ the variance of $M$ was 15.80, and the mean polarization gave $D/(D-\langle P\rangle_D)=3.72$, under the same condition. The variance ratio, $57.24/15.80=3.62$, lies 2.6% below that last permittivity. The sampled variances carry noise of about 1%, so their last digits are not significant. With longer sampling the ratio rises to about 3.69 and the gap shrinks to about 1%. The finite cell, a slight nonlinearity of the response and the slightly different states of the two runs can all contribute to that remainder. The transverse variance ratio was 0.998, as expected for components whose $D$ is not fixed.

## Electronic response

**General identities.** In a first-principles simulation the electrons minimize the energy at each nuclear configuration, so $P$ depends on the field as well as on the nuclei. Let $F_E$ and $F_D$ be the minimized counterparts of $H_E$ and $H_D$. At a minimum, the change of the electronic state does not contribute to a first derivative. Hence

$$\frac{\partial F_E}{\partial E}=-VP,\qquad \frac{\partial F_D}{\partial D}=VE .$$

Differentiating $\langle P\rangle_E$ now gives an explicit term as well as the fluctuation term:

$$\varepsilon_0(\varepsilon-1)=\left\langle\frac{\partial P}{\partial E}\right\rangle_E+\beta V\,\mathrm{var}_E(P).$$

At fixed $D$ it is convenient to differentiate the mean field:

$$\frac{d\langle E\rangle_D}{dD}=\left\langle\frac{\partial E}{\partial D}\right\rangle_D-\beta V\,\mathrm{var}_D(E).$$

For frozen nuclei $\varepsilon_0\,\partial E/\partial D=1/\varepsilon_\infty$, where $\varepsilon_\infty$ may depend on the configuration. Since $D$ is constant, $\delta E=-\delta P/\varepsilon_0$ and $\mathrm{var}_D(E)=\mathrm{var}_D(P)/\varepsilon_0^2$. Multiplying by $\varepsilon_0$,

$$\frac1\varepsilon=\left\langle\frac1{\varepsilon_\infty}\right\rangle_D-\frac{\beta V}{\varepsilon_0}\mathrm{var}_D(P).$$

**Constant electronic permittivity.** If $\varepsilon_\infty$ is the same for all configurations, then $\partial P/\partial E=\varepsilon_0(\varepsilon_\infty-1)$ and

$$\mathrm{var}_E(P)=\frac{\varepsilon_0kT}{V}(\varepsilon-\varepsilon_\infty),$$

$$\mathrm{var}_D(P)=\frac{\varepsilon_0kT}{V}\left(\frac1{\varepsilon_\infty}-\frac1\varepsilon\right)
=\frac{\varepsilon_0kT}{V}\,\frac{\varepsilon-\varepsilon_\infty}{\varepsilon\,\varepsilon_\infty}.$$

At corresponding fields, with the cell conditions given above, the ratio for total $P$ is $\varepsilon\,\varepsilon_\infty$.

**The nuclear part.** Let $p$ be the polarization of a nuclear configuration at $E=0$, with its electrons relaxed at that field. The field-induced part is $\varepsilon_0(\varepsilon_\infty-1)E$, so

$$P=p+\varepsilon_0(\varepsilon_\infty-1)E .$$

At fixed $E$ this gives $\delta P=\delta p$. At fixed $D$, substitute $\varepsilon_0E=D-P$:

$$P=p+(\varepsilon_\infty-1)(D-P)
\quad\Rightarrow\quad
P=\frac{p+(\varepsilon_\infty-1)D}{\varepsilon_\infty}.$$

Thus $\delta P=\delta p/\varepsilon_\infty$: the electrons screen part of each nuclear fluctuation. The variance of $p$ at fixed $D$ is $\varepsilon_\infty^2$ times that of $P$, which leaves

$$\frac{\mathrm{var}_E(P)}{\mathrm{var}_D(P)}=\varepsilon\,\varepsilon_\infty,\qquad
\frac{\mathrm{var}_E(p)}{\mathrm{var}_D(p)}=\frac{\varepsilon}{\varepsilon_\infty}.$$

Both reduce to $\varepsilon$ for $\varepsilon_\infty=1$.

A test with one Gaussian nuclear coordinate and explicit numerical minimization over the electronic polarization, at $\varepsilon_\infty=1.8$, gave $\varepsilon=7.800$ from the response and 14.040 for the total-$P$ ratio. The product is $7.8\times1.8=14.04$. For the nuclear ratio, the fixed-$E$ lattice configurations were reweighted to fixed $D$ along a transverse axis, with a uniform electronic medium of the same $\varepsilon_\infty$. The ratio was 2.481, against 2.498 from the formula.

## The water-like cell

The common scale of all the variances follows from $V=(1.5\ \mathrm{nm})^3=3.375\times10^{-27}$ m³ and $kT=4.14\times10^{-21}$ J:

$$\sqrt{\frac{\varepsilon_0kT}{V}}=3.30\times10^{-3}\ \mathrm{C/m^2}=0.330\ \mathrm{\mu C/cm^2}.$$

For rigid dipoles the rms values are $0.330\sqrt{79}=2.93$ and $0.330\sqrt{1-1/80}=0.328$ µC/cm². With $\varepsilon_\infty=1.8$ and the same total permittivity, the rms total polarization is

$$0.330\sqrt{78.2}=2.92\ \mathrm{\mu C/cm^2}\quad(\text{fixed }E),$$

$$0.330\sqrt{\frac1{1.8}-\frac1{80}}=0.243\ \mathrm{\mu C/cm^2}\quad(\text{fixed }D).$$

The rms nuclear part at fixed $D$ is $1.8\times0.243=0.437$ µC/cm². The variance ratios are $80\times1.8=144$ for $P$ and $80/1.8=44.4$ for $p$.

**Field and voltage noise.** At fixed $D$ the rms internal field is

$$\frac{2.43\times10^{-3}\ \mathrm{C/m^2}}{\varepsilon_0}=2.74\times10^{8}\ \mathrm{V/m}=2.74\ \mathrm{MV/cm}.$$

Across 1.5 nm this is 0.412 V. Such a swing in the cell voltage is the expected thermal noise of the model and does not by itself signal a faulty run. With $C_x=\varepsilon_0\varepsilon_xA/L$, multiplying the field variance by $L^2$ gives

$$\mathrm{var}_D(EL)=\frac{kTL}{\varepsilon_0A}\left(\frac1{\varepsilon_\infty}-\frac1\varepsilon\right)
=kT\left(\frac1{C_\infty}-\frac1{C_\varepsilon}\right).$$

The noise falls as the cross-section grows. It should not be read as the voltage noise of a macroscopic electrode.

**Extracting the permittivity.** Let $v=(\beta V/\varepsilon_0)\,\mathrm{var}(P)$ be the measured reduced variance. At constant $\varepsilon_\infty$ the estimators are

$$\varepsilon=\varepsilon_\infty+v_E,\qquad
\varepsilon=\left(\frac1{\varepsilon_\infty}-v_D\right)^{-1}.$$

The second is the reciprocal of a small difference between two larger numbers. Differentiating $1/\varepsilon=1/\varepsilon_\infty-v_D$ gives $\delta\varepsilon/\varepsilon=\varepsilon\,\delta v_D$. Since $\varepsilon v_D=\varepsilon/\varepsilon_\infty-1$,

$$\frac{\delta\varepsilon}{\varepsilon}=\left(\frac{\varepsilon}{\varepsilon_\infty}-1\right)\frac{\delta v_D}{v_D}
=43.4\,\frac{\delta v_D}{v_D}.$$

To first order, a 1% relative error in the fixed-$D$ variance therefore means about 43% in $\varepsilon$. An error of this size is already beyond the linear estimate: a variance 1% too high gives $\varepsilon\approx141$ instead of 80, and one 1% too low gives about 56. At fixed $E$ the corresponding factor is $1-\varepsilon_\infty/\varepsilon=0.98$. This compares equal relative errors in the variances, not equal run lengths, because the two ensembles need not decorrelate at the same rate. The fixed-$D$ estimator is just as sensitive to $\varepsilon_\infty$, with factor $\varepsilon/\varepsilon_\infty=44.4$: an $\varepsilon_\infty$ 1% too high gives $\varepsilon\approx143$, and one 1% too low gives about 55.

## Finite cells

A finite set of dipoles has a bounded polarization, so its distribution cannot be strictly Gaussian. The effect was estimated with 111 dipoles of 2.9 D and a mean-field coupling adjusted to reproduce the fixed-$E$ variance. The fixed-$D$ variance of $p$ then exceeded the Gaussian prediction by 0.1%.

So small a shift does not prove that $f$ is nearly quadratic. In the fixed-$D$ distribution of $p$, the liquid's own curvature supplies only $1/44.4$, or 2.3%, of the total stiffness; the electrostatic term supplies the rest. An error of a few percent in the liquid's curvature thus changes the variance by about 0.1%. The same insensitivity makes $\varepsilon$ hard to extract from $v_D$: amplified by the factor 43.4, this 0.1% shift makes the fixed-$D$ estimator return about 83 where the fixed-$E$ one returns 80, so in this model cell the two permittivities differ by about 4%. The estimate omits hydrogen-bond structure and short-range correlations beyond the fitted variance.

## Quantum nuclei

Ordinary first-principles molecular dynamics treats nuclei classically, so the ratios above apply to it as far as $\varepsilon_\infty$ can be taken as constant. Fast vibrations in a real liquid are not classical. For a harmonic coordinate $q$ of unit mass and angular frequency $\Omega$,

$$\langle q^2\rangle=\frac{\hbar}{2\Omega}\coth\frac{\hbar\Omega}{2kT}
=kT\sum_{n=-\infty}^{\infty}\frac1{\Omega^2+\xi_n^2},\qquad \xi_n=\frac{2\pi nkT}{\hbar}.$$

The second form is the partial-fraction series of the hyperbolic cotangent. Each summand is the response of $q$ to a unit force at imaginary frequency $i\xi_n$. For coupled harmonic modes the same holds in normal coordinates, so a variance is $kT$ times the summed response to the conjugate force.

At fixed $E$ the force conjugate to $p$ is $VE$, and the response is $\varepsilon_0[\varepsilon(i\xi_n)-\varepsilon_\infty]/V$. Thus

$$\mathrm{var}_E(P)=\frac{\varepsilon_0kT}{V}\sum_n[\varepsilon(i\xi_n)-\varepsilon_\infty].$$

At fixed $D$, minimizing over the electrons turns the field energy into $V(D-p)^2/(2\varepsilon_0\varepsilon_\infty)$, as for a capacitor filled with the electronic medium. The force conjugate to $p$ is $VD/(\varepsilon_0\varepsilon_\infty)$. From $P=(1-1/\varepsilon)D$ and $p=\varepsilon_\infty P-(\varepsilon_\infty-1)D$ one finds $p=(1-\varepsilon_\infty/\varepsilon)D$. The response is therefore $(\varepsilon_0\varepsilon_\infty/V)(1-\varepsilon_\infty/\varepsilon)$. Dividing the variance of $p$ by $\varepsilon_\infty^2$,

$$\mathrm{var}_D(P)=\frac{\varepsilon_0kT}{V}\sum_n\left[\frac1{\varepsilon_\infty}-\frac1{\varepsilon(i\xi_n)}\right].$$

The $n=0$ terms are the classical results. The electrons still follow the nuclei adiabatically.

The modes were taken as undamped oscillators, $\varepsilon(i\xi)=\varepsilon_\infty+\sum_jS_j\omega_j^2/(\omega_j^2+\xi^2)$. Rough strengths $S_j$ of 1.5 at 180 cm⁻¹, 0.5 at 650 cm⁻¹ and 0.07 at 3400 cm⁻¹ were used, with the remaining strength in a slow mode at 1 cm⁻¹ that stands in for the Debye relaxation of water. Relative to the classical variances, quantum motion adds 1.2% at fixed $E$ but 51.0% at fixed $D$. The total-$P$ ratio falls from 144 to 96.5. Without the O–H stretch, and with the total permittivity held at 80, the shifts are 0.6% and 24.2%. These figures belong to the model and give only the order of the effect in water. The 51% becomes about 48% if the fast modes are damped, 52–56% if the slow mode is an 8.3 ps relaxation with an inertial cutoff between 200 and 2000 cm⁻¹, and about 65% if the 650 cm⁻¹ strength is 0.9.

The disparity follows from the sums. For $n\ne0$ the slow mode hardly responds and $\varepsilon(i\xi_n)$ is close to $\varepsilon_\infty$. Each fixed-$D$ term is then about $[\varepsilon(i\xi_n)-\varepsilon_\infty]/\varepsilon_\infty^2$. Relative to its classical term, the fixed-$D$ correction is larger by about $\varepsilon/\varepsilon_\infty=44.4$, which predicts $44.4\times1.2\%\approx53\%$.

## Relation to aqueous baths

The permittivities and density are rough values for water near room temperature, and 2.9 D is a rough dipole for a molecule in the liquid. Plating and polishing baths also contain mobile ions. At 0.1 mol/L a cell of this size holds on average 0.20 ion pairs, so many such cells would hold none. Where ions are present and free to move, their displacement belongs in $P$, and the static fixed-$E$ variance has no finite long-time limit. If they screen a static field completely, $1/\varepsilon\to0$, and the classical fixed-$D$ variance rises from $0.543$ to $0.556$ in units of $\varepsilon_0kT/V$, or by 2.3%. In this example the larger departure at fixed $D$ is the quantum one, whose size depends on the rough mode strengths. Near an electrode the liquid is also inhomogeneous, and a whole-cell variance no longer gives the permittivity of the bulk liquid. The numerical output below lists the values for the cell.

## Computed values

```
ROTOR-LATTICE TEST
Number of dipoles: 108
Dipole coupling / kT at density 1: 0.40
Field energy mu*E/kT: 0.10
Displacement energy mu*D/(eps0*kT): 0.40
Permittivity from mean P, fixed E: 3.694
Permittivity from variance, fixed E: 3.664
Permittivity from mean P, fixed D: 3.719
Axial variance of M, fixed E: 57.24
Axial variance of M, fixed D: 15.80
Axial variance ratio E/D: 3.623
Transverse variance ratio E/D: 0.998
Nuclear ratio with eps_inf=1.8, sampled: 2.481
Nuclear ratio with eps_inf=1.8, formula: 2.498
ELECTRONIC-MINIMIZATION TEST
Permittivity from response: 7.800
Total-P variance ratio E/D: 14.040
WATER-LIKE EXAMPLE (rough inputs)
Temperature: 300 K
Cell edge: 1.5 nm
Static permittivity: 80
Electronic permittivity: 1.8
Molecular density: 33 nm^-3
Molecular dipole: 2.9 D
Molecules in cell: 111
Rigid rms P, fixed E: 2.930 uC/cm2
Rigid rms P, fixed D: 0.328 uC/cm2
Rigid variance ratio: 80.0
Polarizable rms total P, fixed E: 2.915 uC/cm2
Polarizable rms total P, fixed D: 0.243 uC/cm2
Polarizable total-P variance ratio: 144.0
Nuclear rms p, fixed D: 0.437 uC/cm2
Nuclear-p variance ratio: 44.4
Rms internal field, fixed D: 2.74 MV/cm
Rms cell voltage, fixed D: 0.412 V
NEGLECTED EFFECTS (model estimates)
Finite-cell shift of fixed-D variance: +0.1 %
Mode wavenumbers: 1 180 650 3400 cm^-1
Fast-mode strengths: 1.50 0.50 0.07
Quantum shift, fixed E: +1.2 %
Quantum shift, fixed D: +51.0 %
Quantum shift without stretch, fixed E: +0.6 %
Quantum shift without stretch, fixed D: +24.2 %
Total-P variance ratio with quantum modes: 96.5
Salt concentration for ion estimate: 0.1 mol/L
Expected ion pairs in cell: 0.20
```
